Elliott's Formula: Exciton Lines, Sommerfeld Enhancement and Absorption at the Gap, part 2

A direct-gap semiconductor absorbs light by creating an electron and a hole that attract each other. The problem is to find its absorption near the gap E_g. The model has isotropic parabolic bands with reduced mass μ, a constant interband momentum matrix element p, and an attraction screened by the static dielectric constant ε_r. Electron-hole exchange is neglected. The free-electron mass is m₀, the elementary charge e is positive, ε₀ is the vacuum permittivity and c the speed of light.

At photon energy ħω, the imaginary part ε₂ of the dielectric function and the absorption coefficient α are

    ε₂(ω) = [2πe²|p|²/(ε₀ m₀² ω²)] S(ħω),   (4)

    α = 2ωκ_b/c = ωε₂/(n_b c).   (2)

Here n_b + iκ_b is the complex refractive index, and the background index n_b is treated as constant. S is the sum, per energy, of the contact densities |φ(0)|² of the states of relative motion in one spin channel. The contact density is the probability density for zero electron-hole separation.

The exciton radius a and the exciton Rydberg R satisfy R = ħ²/(2μa²) and e²/(4πε₀ε_r) = 2Ra. Lengths are measured in a, and x = (ħω − E_g)/R. Only s states absorb. With r the electron-hole distance, they have φ(r) = u(r)/[√(4π) r], u(0) = 0 and

    u″ + (2/r + x) u = 0.   (8)

If ∫u²dr = 1, the contact density in units of a⁻³ is

    |φ(0)|² = u′(0)²/(4π).   (9)

The bound states n = 1, 2, … lie at x = −1/n² and contribute

    a³R S = Σ_n δ(x + 1/n²)/(πn³).   (14)

If a bound state is scaled to u′(0) = 1, its norm ∫u²dr is n³/4.

The example has E_g = 1.5 eV, μ = 0.05 m₀, ε_r = 12 and n_b = 3.5, which give R = 4.724 meV and a = 12.70 nm. Its first line lies at 1.49528 eV, and the computed absorption coefficient just above the gap is 13753 cm⁻¹.

### 10. Continuum states and the Sommerfeld factor

Above the gap x is positive. Put k = √x and η = 1/k. The wave number k is measured in 1/a, and η measures the strength of the attraction relative to the motion. The task is to find the solution with u′(0) = 1 and its amplitude far from the origin.

Write u = r exp(ikr) f(r). Two differentiations give

    u″ = exp(ikr) [r f″ + (2 + 2ikr) f′ + (2ik − k²r) f].

Adding (2/r + k²)u = exp(ikr)(2 + k²r)f removes the terms in k²r:

    r f″ + (2 + 2ikr) f′ + (2 + 2ik) f = 0.   (15)

A solution is the integral

    f(r) = (1/G) ∫₀¹ exp(−2ikrt) t^(−iη) (1 − t)^(iη) dt,   (16)

with a constant G still to be fixed. To verify it, insert the integral into equation (15). Each derivative with respect to r brings down a factor −2ikt, and the integrand is multiplied by

    −4k²rt² − 4ikt + 4k²rt + 2 + 2ik = 4k²r t(1−t) + 2 + 2ik − 4ikt.

The resulting integrand is a total derivative, namely of

    2ik exp(−2ikrt) t^(1−iη) (1 − t)^(1+iη).

Differentiation of this product reproduces the original integrand times

    2ik[−2ikr t(1−t) + (1−iη)(1−t) − (1+iη)t] = 4k²r t(1−t) + 2ik + 2kη − 4ikt,

and kη = 1 makes the two expressions equal. The product vanishes at t = 0 and t = 1, so the integral satisfies equation (15).

The condition u′(0) = 1 means f(0) = 1. At r = 0 the integral is Euler's beta integral, Γ(1−iη)Γ(1+iη)/Γ(2). With the reflection formula Γ(1+z)Γ(1−z) = πz/sin πz at z = iη,

    G = |Γ(1+iη)|² = πη/sinh πη.

For large r the factor exp(−2ikrt) oscillates rapidly. The path of integration can be bent at each end towards t = −i∞, where this factor decays, so that only the neighbourhoods of t = 0 and t = 1 contribute. Near t = 0 the factor (1−t)^(iη) may be replaced by one, with a relative error that vanishes as r grows. Put t = −is with s > 0. Then dt = −i ds, and since −i = exp(−iπ/2),

    t^(−iη) = s^(−iη) exp(−πη/2).

The contribution of this end to u is

    (r/G) exp(ikr) (−i) exp(−πη/2) ∫₀^∞ exp(−2krs) s^(−iη) ds
    = −i exp(−πη/2) Γ(1−iη) exp{i[kr + η ln(2kr)]}/(2kG).

The function u is real: exchanging t and 1−t in the integral turns u into its complex conjugate. The end t = 1 therefore gives the complex conjugate of the expression above. With |Γ(1−iη)| = √G, the sum of the two is

    u(r) → D sin[kr + η ln(2kr) + δ],   D = exp(−πη/2)/(k√G),   (17)

where δ is the phase of Γ(1−iη), which does not depend on r. The logarithm reflects the long range of the attraction. The squared amplitude is

    D² = exp(−πη) sinh(πη)/(πηk²) = [1 − exp(−2πη)]/(2πηk²).

Without attraction the solution with unit slope is sin(kr)/k, with amplitude 1/k. For equal amplitude far away, the attraction therefore raises the contact density by the Sommerfeld factor

    F = 1/(kD)² = 2πη/[1 − exp(−2πη)],   η = 1/√x.   (18)

The numerical check integrates the radial equation outward and reads off the far amplitude. At x = 1 both this integration and equation (18) give 6.295.

### 11. Counting the continuum states

Enclose the relative motion in a sphere of large radius L with u(L) = 0. By equation (17) the allowed k satisfy

    kL + η ln(2kL) + δ = Nπ,   N integer.

The number of states per unit k is dN/dk. Its leading term is L/π. The derivative of the logarithmic phase grows only as ln L, so it becomes negligible relative to L.

The solution with unit slope has the norm D²L/2 to leading order, because the average of sin² is ½ and the inner region contributes a vanishing fraction. Division by this norm gives the contact density of one normalized state:

    |φ(0)|² = (1/4π) · 2/(D²L) = 1/(2πD²L).

The box radius cancels when this is multiplied by L/π. With 1/D² = k²F, the contact density per unit k is k²F/(2π²). Since x = k², dk = dx/(2k), and per unit x it becomes

    √x F/(4π²).   (19)

Setting F = 1 gives the spectrum without attraction. In ordinary units, a²R = ħ²/(2μ) turns √x/(4π²a³R) into (2μ/ħ²)^(3/2) √(ħω − E_g)/(4π²), the square-root edge of free pairs, in which the exciton scales have disappeared.

Inserting equation (18) into (19) cancels √x. Together with the bound states this gives Elliott's formula:

    a³R S = Σ_n δ(x + 1/n²)/(πn³) + θ(x)/{2π[1 − exp(−2π/√x)]},   (20)

where θ(x) is one for x > 0 and zero otherwise.

The finite edge is thus a product of two opposing factors. The spectrum of free pairs, equation (19) with F = 1, vanishes as √x, like the number of plane-wave states per energy and volume, while the Sommerfeld factor that multiplies it rises as 2π/√x. Near the gap the exponential in equation (20) is smaller than any power of x, so the continuum begins as a nearly flat step of height 1/(2π).

### 12. The example in numbers

The height of the step can be evaluated by hand. Let E_P = 2|p|²/m₀, chosen as 20 eV. At the gap S = 1/(2πa³R) and ħω = E_g, so

    ε₂ = e²|p|²ħ²/(ε₀m₀²E_g²a³R).

Replace e²/ε₀ by 8πε_rRa, |p|² by m₀E_P/2 and ħ²/a² by 2μR:

    ε₂ = 8πε_r (μ/m₀) E_P R/E_g²
       = 8π · 12 · 0.05 · 20 · 0.004724/1.5² = 0.633.

With n_b = 3.5 and ħc = 1.973 × 10⁻⁵ eV cm,

    α = E_g ε₂/(n_b ħc) = 1.5 · 0.633/(3.5 · 1.973 × 10⁻⁵ cm) ≈ 1.375 × 10⁴ cm⁻¹,

in agreement with the computed 13753 cm⁻¹. Since R is proportional to μ/ε_r², the step height at fixed E_g, E_P and n_b is proportional to μ²/ε_r.

Above the gap the program gives, with and without attraction:

    x = 0.1:  13749 and 692 cm⁻¹,  F = 19.87
    x = 1:    13736 and 2182 cm⁻¹,  F = 6.295
    x = 4:    14196 and 4323 cm⁻¹,  F = 3.283
    x = 10:   15452 and 6711 cm⁻¹,  F = 2.303

The absorption first decreases slightly. Between the gap and x = 1 the continuum in equation (20) rises by a factor 1/[1 − exp(−2π)] = 1.0019, while the factor 1/ω in α falls by 1.5/1.504724 = 0.9969. The product is below one. The minimum lies near x = 0.7. Above it the growth of S prevails over the whole range of the table and up to about x = 200, where the factor 1/ω takes over again and the assumptions of the model are no longer reliable.

The lines and the step are tied together. By equation (20), the area of line n is 2R/n³ times the step height, apart from the factor 1/ω. For n = 1 this gives 2 · 0.004724 · 13753 = 129.9 eV cm⁻¹, and the ratio of photon energies 1.5/1.49528 raises it to 130.3 eV cm⁻¹. Without rounding the intermediate product this estimate is 130.348 eV cm⁻¹. The computed area is 130.356 eV cm⁻¹, and the remaining 0.008 comes from the rounding of R and of the step height.

The area also shows where the constant background index fails. If the first line is a Lorentzian of half width 1 meV at half maximum, its peak absorption is

    130.356/(π · 0.001) ≈ 4.15 × 10⁴ cm⁻¹,

about three times the step. Correspondingly, ε₂ is about 1.9 at the peak, compared with n_b² = 12.25. Consider the effect of this line alone, with the contribution of all other transitions to the index held constant. At the peak itself the index is then the real part of √(12.25 + 1.9i), about 3.51, which changes the result of equation (2) by only 0.3 %. One half width to either side the line shifts the index by about ±0.14, or 4 %. For a half width of 0.1 meV the same estimate puts the absorption at the line centre about 16 % below the value from equation (2) with constant n_b. The maximum of α then lies about 0.3 half widths above the transition energy, where the index is lower, and is about 11 % below that value. For a much narrower line it is not usable at the peak, and ε₂ is the quantity to quote.

### 13. In what sense the absorption is continuous

Below the gap, equation (20) is a sum of separate lines. Between two lines it is zero, and on a line it is infinite. A spectrum of this kind does not approach a limit point by point as x rises to zero. The continuity concerns the strength per energy averaged over the line spacing.

To form this average, assign to line n the interval from −1/(n−½)² to −1/(n+½)². Neighbouring intervals touch, so no energy between the first interval and the gap is left out or counted twice. The width is

    1/(n−½)² − 1/(n+½)² = [(n+½)² − (n−½)²]/(n²−¼)² = 2n/(n²−¼)².

Dividing the line strength 1/(πn³) by this width gives the mean strength

    (n²−¼)²/(2πn⁴) = (1/2π) [1 − 1/(4n²)]².   (21)

It tends to 1/(2π), the value at which the continuum begins. The approach is fast: relative to the step height, the mean strength is 0.5625 for n = 1, 0.8789 for n = 2 and 0.9950 for n = 10.

The agreement can be traced to the norm and the spacing of the states. For solutions with unit slope at the origin, the contact density per unit x is 1/(4π) divided by the product of norm and level spacing. For highly excited bound states the norm is n³/4 and the spacing is the derivative of −1/n² with respect to n, which is 2/n³. Their product is ½. In the large sphere the norm is D²L/2 and the spacing in x is 2k · π/L, with the product πkD². As k goes to zero, D² tends to 1/(2πk), and the product is again ½. A state that extends further has a larger norm and closer neighbours, and the two effects compensate on both sides of the gap.

### 14. The broadened spectrum

In a real crystal each transition has a finite width. As a simple model, replace every delta function in x by a Lorentzian with the same half width γ, measured in R:

    δ(x − x′) → (γ/π)/[(x − x′)² + γ²].

At the gap, x = 0, the lines contribute

    Σ_n [1/(πn³)] (γ/π)/(n⁻⁴ + γ²) = (γ/π²) Σ_n n/(1 + γ²n⁴).

For small γ the terms vary slowly with n over the range that matters, n of order γ^(−1/2), and the sum may be replaced by an integral. With s = γn²,

    ∫₀^∞ n dn/(1 + γ²n⁴) = (1/2γ) ∫₀^∞ ds/(1 + s²) = π/(4γ).

The lines therefore supply 1/(4π). The continuum has the constant value 1/(2π) near the gap and meets half of the Lorentzian, so it also supplies 1/(4π). Together they give

    a³R S → 1/(2π)   at x = 0 for γ → 0.   (22)

For γ = 0.05 the lines give 0.4973 and the continuum 0.5013 of the step height, in total 0.9987 when the parts are added before rounding. Even for γ = 0.2, about 0.9 meV, the total is 0.9946. In this model the absorption at the gap depends very little on the width, as long as the width is small compared with R.

At the gap itself a broadened spectrum therefore shows no special feature. How far below the gap it stays smooth depends on the line spacing, which for large n is 2/n³, or 2|x|^(3/2) in terms of the energy. At n = 10 the spacing is 0.0020. The program compares the absorption on this line with that at n = 10.5, between two lines, in units of the step height:

    γ = 0.0040:  0.9999 on the line, 0.9999 between
    γ = 0.0002:  3.2872 on the line, 0.3484 between

With a width of twice the spacing the lines cannot be seen. With a tenth of the spacing they stand out clearly. The peak of the single line n = 10 is 1/(π²n³γ), which is 2/(πn³γ) = 3.18 step heights; the rest of the 3.2872 comes from the tails of the other transitions.

The lines thus merge where γ is comparable with 2|x|^(3/2) or larger, that is, for |x| up to about (γ/2)^(2/3). A measured edge then appears to begin below E_g, and the point where the absorption becomes smooth does not mark the gap. The gap follows more safely from lines that are much narrower than their separation, so that the maxima of ε₂ mark the transition energies: in this model the first two are separated by ¾R, and E_g lies R above the first. In α the change of index near a strong line moves the maximum slightly upward, in the example by less than 0.01 R for the first line.

### 15. Far above the gap, and limits of the model

For large x, η is small. With y = 2πη, the expansion exp(−y) = 1 − y + y²/2 − … gives

    F = y/[1 − exp(−y)] = 1 + y/2 + … = 1 + π/√x + ….   (23)

The enhancement fades slowly. At x = 100 it is still 1.347, although the photon energy there exceeds the gap by 0.47 eV. At such distances the constant matrix element and the parabolic bands become doubtful before the attraction becomes negligible. A square-root law fitted to absorption well above the gap, with the gap held at E_g, would therefore assign the Coulomb enhancement to the matrix element; with the gap left free, part of it would appear as a lowered gap.

The formula fails in other ways when its assumptions do. If a is not large compared with the lattice constant, the pair probes the crystal inside a unit cell, and neither the slowly varying potential nor the parabolic bands can be used. If the screening depends on frequency in the range of the exciton energies, no single ε_r describes all lines. If mobile carriers screen the attraction at large distance, the potential no longer falls as 1/r, and the infinite series of lines, which relies on that tail, is cut off. Exchange and degenerate valence bands alter the positions and strengths of the lines. The values in the example belong to the stated model and its round parameters, and they are not predictions for a particular material.

Calculated quantities

```
Gap = 1.5 eV; reduced mass = 0.05 m0
eps_r = 12.0; n_b = 3.5; 2|p|^2/m0 = 20.0 eV
Exciton Rydberg R = 4.724 meV
Exciton Bohr radius a = 12.70 nm
Lines: n, photon energy (eV), integrated alpha (eV/cm)
  1  1.49528  130.356
  2  1.49882  16.256
  3  1.49948  4.814
  4  1.49970  2.031
alpha just above gap = 13753 1/cm
Above gap: x, alpha (1/cm), free alpha (1/cm), enhancement
  0.1  13749  692  19.869
  1.0  13736  2182  6.295
  4.0  14196  4323  3.283
  10.0  15452  6711  2.303
Enhancement at x = 100: 1.347
Sommerfeld test: x, integrated equation, formula
  0.01  62.8299  62.8319
  0.25  12.5664  12.5664
  1.00  6.2949  6.2949
  4.00  3.2835  3.2835
  10.00  2.3027  2.3027
Gaussian spectrum (sigma 0.15 R): x, diagonalized, formula
  -1.0  0.84641  0.84658
  -0.2  0.16002  0.16001
  0.0  0.16226  0.16223
  0.5  0.15922  0.15919
  3.0  0.16359  0.16350
Mean line strength / gap value: n, ratio
  1  0.5625
  2  0.8789
  5  0.9801
  10  0.9950
Broadened at gap / gap value: half width (R), lines, continuum
  0.20  0.4893  0.5053
  0.05  0.4973  0.5013
  0.01  0.4995  0.5003
Spacing 2/n^3 at n = 10: 0.0020 R
Relative absorption at n = 10 and at n = 10.5 between lines:
  half width 0.0040 R: 0.9999, 0.9999
  half width 0.0002 R: 3.2872, 0.3484
```
